# Periodic growth of a two-pulse deposition cycle with second-order kinetics, part 2

Two vapours are pulsed in turn over a surface whose sites carry group A or B. The first vapour turns A into B and the second turns B back into A. The question is how much grows per cycle when the pulses are incomplete.

Let $N_s$ be the number of accessible sites per unit area and $x$ the fraction reactive toward the coming or current pulse. A pulse leaves the fraction $x'$, and the next pulse starts with $1-x'$. If reaction needs a pair of reactive sites and the sites are well mixed, then $dx/ds=-x^2$, where $s$ is the dimensionless exposure. A pulse of total dose $u$ therefore obeys

$$\frac1{x'}-\frac1x=u ,\qquad u=\frac{2s_0Ft}{N_s}.$$

Here $F$ is the number of molecules striking unit area per unit time, $t$ the pulse time, and $s_0$ the probability that one collision with a fully reactive surface converts a pair.

In the periodic state each pulse converts a fraction $g$ of the sites. This is also the growth relative to saturation, which means complete conversion in each pulse. For equal doses, $x=(1+g)/2$, $x'=(1-g)/2$ and

$$g=\frac{u-2+\sqrt{u^2+4}}{u}-1=\frac{\sqrt{u^2+4}-2}{u}. \tag{5}$$

The dose needed for a chosen growth is

$$u=\frac{2}{1-g}-\frac2{1+g}
=\frac{2(1+g)-2(1-g)}{1-g^2}
=\frac{4g}{1-g^2}, \tag{11}$$

which gives $u=38.97$ for $g=0.95$. The sensitivity to a common relative change of both doses is

$$\frac{d\ln g}{d\ln u}=\frac{2}{\sqrt{u^2+4}}. \tag{12}$$

The single-pulse formula of Part 1 gives the fraction converted on a fully reactive surface:

$$1-\frac1{1+u}=\frac{u}{1+u}.$$

For comparison, first-order kinetics, $dx/ds=-x$, gives periodic growth $\tanh\frac u2$ and needs $u=3.66$ for 95%.

The computed results at the end also list

$$\lambda=\frac{u+\sqrt{u^2+4}}2 . \tag{8}$$

Near the periodic state, deviations of $x$ shrink by $\lambda^{-4}$ per cycle. The transient listed there for $u=0.5$ starts from a surface that is all A.

### When the doses differ

Let the doses be $u_A$ and $u_B$, and let $x$ and $y$ be the reactive fractions before the two pulses. In a periodic state both pulses must convert the same fraction $g$, because one restores the sites changed by the other. After pulse A, $x-g$ sites remain reactive toward it. The complement starts pulse B, so

$$y=1-(x-g),\qquad x+y=1+g .$$

For pulse A the reciprocal law reads

$$u_A=\frac1{x-g}-\frac1x=\frac{g}{x(x-g)} .$$

Hence $x^2-gx-g/u_A=0$. The product of its roots is negative, so the positive root is

$$x=\frac g2+\sqrt{\frac{g^2}{4}+\frac g{u_A}} .$$

The same calculation for pulse B gives $y$ with $u_B$ in place of $u_A$. Adding the two and using $x+y=1+g$ leaves

$$\sqrt{\frac{g^2}{4}+\frac g{u_A}}
+\sqrt{\frac{g^2}{4}+\frac g{u_B}}=1. \tag{13}$$

The left side increases with $g$. It is zero at $g=0$ and greater than one at $g=1$, so there is one solution between them.

Two limits test this result. For equal doses each square root is $1/2$. Squaring gives $g^2+4g/u-1=0$, whose positive solution is the equal-dose law. If instead $u_B\to\infty$, the second root tends to $g/2$. Then

$$\frac{g^2}{4}+\frac g{u_A}=\left(1-\frac g2\right)^2
=1-g+\frac{g^2}{4},$$

and therefore $g=u_A/(1+u_A)$. The single-pulse formula of Part 1 is the periodic growth when the other pulse is saturated. This gives a clear interpretation of an experiment in which one dose is varied and the other is held very large.

### Dividing a fixed total dose

For fixed $g$, write $h(u)=\sqrt{g^2/4+g/u}$. Its derivative is

$$h'(u)=-\frac{g}{2u^2h(u)}
=-\frac{g}{2\sqrt{g^2u^4/4+gu^3}} .$$

The denominator increases with $u$, so the negative derivative rises toward zero. Thus $h$ is convex. For unequal doses with fixed sum $U=u_A+u_B$,

$$2h(U/2)<h(u_A)+h(u_B)=1 .$$

Here $g$ is the growth for the unequal split. Since $h$ increases with $g$, the equal split can satisfy (13) with a larger value. It therefore gives the greatest growth at fixed total dimensionless dose.

For $U=40$, equal doses give $g=0.9050$, while doses 10 and 30 give $0.8772$. Numerical integration confirmed this order. The rule does not imply equal pulse times: the two vapours may supply dose at different rates, and a limit on total time is a different constraint.

### An example in process units

The parameters below are rough values chosen in the regime of hafnium dioxide grown from HfCl$_4$ and water near 573 K. In the idealized sequence, one HfCl$_4$ molecule reacts with two hydroxyl groups, releases two HCl molecules and leaves two chlorine ligands. Two water molecules replace these ligands by two hydroxyl groups and release two more HCl molecules. The number of sites is conserved, and each converted pair deposits one hafnium atom.

The second-order law for water is a further assumption: the first exchange at a pair limits the rate, and its neighbour follows at once. The bookkeeping of the chemical equation alone would not imply it. The law also requires the two ligands left on one hafnium atom to separate and mix with the others. If they stayed together and were replaced as a pair, the water pulse would be first order. At the dose used below it would then be practically saturated, and growth would be $u/(1+u)=0.953$ instead of the value found below.

The flux follows from the Maxwell distribution. For gas density $n=p/(kT)$ and molecular mass $m$, the flux onto one side of a plane is

$$F=n\sqrt{\frac m{2\pi kT}}\int_0^\infty v\,e^{-mv^2/(2kT)}dv .$$

The integral is $kT/m$, so

$$F=\frac p{kT}\sqrt{\frac{kT}{2\pi m}}
=\frac p{\sqrt{2\pi mkT}} . \tag{14}$$

At 573 K, a partial pressure of 0.05 Torr of HfCl$_4$, with molar mass 320.29 g/mol, gives $F=4.10\times10^4$ nm$^{-2}$ s$^{-1}$. For 0.10 Torr of water, with molar mass 18.015 g/mol, it gives $3.457\times10^5$ nm$^{-2}$ s$^{-1}$. These pressures are meant at the surface. In a carrier gas, uptake early in the pulse can deplete the vapour near the wafer, and the dose is then lower than the reactor pressure suggests.

Take $N_s=4.0$ nm$^{-2}$ and pair-reaction probabilities 0.010 for HfCl$_4$ and 0.0010 for water. A 0.10 s pulse of HfCl$_4$ has dose

$$u=\frac{2(0.010)(4.10\times10^4)(0.10)}{4.0}=20.5 .$$

The water pulse with equal dose lasts

$$t=\frac{20.5(4.0)}{2(0.0010)(3.457\times10^5)}
=0.119\ \text{s}.$$

The periodic growth is

$$g=\frac{\sqrt{20.5^2+4}-2}{20.5}=0.907 .$$

Before each pulse 95.4% of the sites are reactive, and after it 4.6% remain. A single pulse on a fully reactive surface would convert 95.3% of the sites, so using it as the periodic growth would halve the deficit.

To obtain thickness, use a rough oxide density of 9.6 g/cm$^3$ and molar mass 210.49 g/mol. They correspond to 27.47 hafnium atoms per nm$^3$. Full conversion deposits $N_s/2=2.0$ atoms per nm$^2$, hence

$$\Delta z_{\rm sat}=\frac{2.0}{27.47}=0.0728\ \text{nm per cycle}.$$

Multiplication by $g$ gives a periodic growth of about 0.066 nm per cycle.

To reach 95% of saturation, both doses must rise from 20.50 to 38.97. With pressures, temperature and probabilities held fixed, the pulses become 0.190 s for HfCl$_4$ and 0.225 s for water. At the original doses, (12) gives a sensitivity of 0.097. A common dose change of 10% would therefore change growth by about 1%.

### Are the reactive sites well mixed?

The pair law can be tested without using its rate equation. A simulation with 6400 sites was run for 60 cycles at the example's dose, and the first 20 cycles were discarded. Pairs were chosen at random, and a pair reacted if both sites were of the right kind. The number of attempts per pulse had mean $6400u/2$, since each success converts two sites.

When any two sites could be chosen, the mean growth was 0.907, in agreement with (5). When the same mean number of attempts was restricted to nearest neighbours on an $80\times80$ square lattice with periodic edges, and sites could not move, growth was 0.763. The corresponding thickness is 0.056 nm per cycle, about 16% below the well-mixed result.

The reason for a limit on the immobile lattice is direct: a reactive site without a reactive neighbour cannot react during that pulse, however long the pulse lasts. In the well-mixed model it can still find a distant partner. At large dose the second-order law therefore needs exchange or motion of surface groups fast enough to restore mixing, or another mechanism that gives the same average rate. At small dose, where growth is not limited by isolated sites, the difference is much smaller. The size of the reduction found here belongs to this lattice, this dose and a surface that was initially all A. The start can matter because every reaction between neighbours changes one site on each of the two checkerboard sublattices, so the difference between their numbers of A sites never changes. This difference is zero for an all-A start and negligible for a random start; a start that favours one sublattice lowers the growth further. In the extreme case of a perfect checkerboard of A and B, no site has a partner and nothing grows.

### Other changes to the example

If water can also react at single sites, its rate law may be changed to $dx/ds=-(x^2+0.10x)$. With both dose parameters held at 20.5, growth rises to 0.940. The added term matters most near the end of the pulse. At the original remaining fraction $x=0.0464$, the single-site term $0.10x$ is about twice $x^2$. The weight 0.10 is an assumption, so this is an estimate of sensitivity rather than a correction.

Halving the water dose alone lowers growth to 0.865. Equation (13) can be checked with this value: the square roots for doses 20.5 and 10.25 are about 0.479 and 0.521, whose sum is one. The loss is about 5% relative to the equal-dose result.

Temperature changes both the reaction probability and the flux. Suppose that both pair reactions have a barrier of 0.30 eV and that the temperature rises by 10 K at fixed pressures, pulse times and site density. The Boltzmann factor increases the probabilities, while (14) lowers the fluxes as $T^{-1/2}$. Together they multiply each dose by 1.10, and $g$ rises to 0.915. The 0.30 eV serves only as an assumed temperature slope. A simple collision barrier of this height has a Boltzmann factor of about 0.0023 at 573 K, below the probability 0.010 taken for HfCl$_4$, so the two values do not describe one elementary activated step.

A change in site density acts differently. With 10% fewer sites, the same exposure and an unchanged $s_0$, the dimensionless dose rises because $u\propto1/N_s$. (If sparser sites find partners less often, $s_0$ falls too and the rise is smaller or reversed.) Relative growth increases to 0.916, but its saturated reference decreases by 10%. The thickness falls from about 0.066 to 0.060 nm per cycle. A higher relative growth need not mean a thicker layer when the reference has changed.

Purging also has to be sufficient. Suppose that the HfCl$_4$ pressure decays as $e^{-t/\tau}$ with $\tau=0.20$ s, and that the purge lasts 2.0 s. Even if the surface remained fully reactive from the start of the water pulse onward, the leftover vapour could deposit at most

$$s_0F\tau e^{-2.0/\tau}$$

hafnium atoms per unit area by the assumed pair reaction. This is at most a fraction $2.1\times10^{-3}$ of the cycle's growth. The tail also prolongs the HfCl$_4$ pulse during the purge. It adds a dose $2s_0F\tau/N_s=41$, twice that of the pulse itself, and (13) with doses 61.5 and 20.5 then gives $g\approx0.94$. A water tail with the same $\tau$ would add a dose of about 35 to the second pulse and raise this to about 0.97. The other numbers in this example assume a pulse that ends sharply. The bound does not cover reactions between the vapours in the gas, or a larger reaction probability when both are present.

### The model beside a real process

The calculated 0.066 nm per cycle is of the same rough size as growth in the HfCl$_4$–water process, which is several hundredths of a nanometre per cycle. This agreement does not establish the pair mechanism, because the site density was a rough input and largely sets the thickness. The reaction probabilities are also assumptions, and the pulse times inherit their uncertainty. In a real process HfCl$_4$ may bond to one hydroxyl group instead of two, large ligands may block sites, and the hydroxyl density depends on temperature. The first of these breaks the one-to-one exchange of sites; the other two change how many sites are accessible. Among the changes sized above, loss of mixing has the largest effect on thickness, about 16%, if the surface groups are immobile on a square lattice (more neighbours per site make the loss smaller); a 10% loss of sites lowers it by about 9%. Site blocking has not been calculated separately: $N_s$ must already count only accessible sites.

Structured wafers add a supply problem. During the example's pulse, the number of HfCl$_4$ molecules striking a flat area, divided by the hafnium atoms deposited on an equal area, is

$$\frac{Ft}{gN_s/2}=\frac{(4.10\times10^4)(0.10)}{0.907(4.0)/2}
\approx2260 .$$

If molecules enter a structure through an opening at this flux, its coated area cannot exceed about 2260 times the opening area while receiving the same growth throughout. This is a necessary condition, since it assumes that every entering molecule is used. Transport into a deep feature can impose a much lower limit. Where the local doses become unequal or fall with depth, (13) may be applied locally if the site count and pair law still hold, but the doses must first come from a transport calculation.

The values used here are collected in the numerical output below.

## Computed results

```
largest growth-law error, 4 doses: 6.3e-14
u=0.3: periodic g=0.0746, single pulse=0.2308, first order=0.1489
u=2: periodic g=0.4142, single pulse=0.6667, first order=0.7616
u=20: periodic g=0.9050, single pulse=0.9524, first order=1.0000
u=200: periodic g=0.9900, single pulse=0.9950, first order=1.0000
transient u=0.5, A-pulse growth, cycles 1-5: 0.3333 0.1880 0.1455 0.1312 0.1261
periodic growth at u=0.5: 0.1231
cycle contraction at u=0.5: 0.3716
total dose 40: g(20,20)=0.9050, g(10,30)=0.8772
temperature: 573 K
accessible site density: 4.0 nm^-2
HfCl4 pressure: 0.05 Torr; pulse: 0.10 s
water pressure: 0.10 Torr
pair probabilities HfCl4, water: 0.010, 0.0010
molar masses HfCl4, water: 320.29, 18.015 g/mol
oxide density: 9.6 g/cm^3; molar mass: 210.49 g/mol
HfCl4 flux: 4.100e+04 nm^-2 s^-1
water flux: 3.457e+05 nm^-2 s^-1
dimensionless dose: 20.50
water pulse for equal dose: 0.1186 s
lambda: 20.548
reactive fraction before pulse: 0.9536
reactive fraction after pulse: 0.0464
relative growth: 0.9072
single-pulse estimate: 0.9535
dose sensitivity dln(g)/dln(u): 0.0971
Hf density in oxide: 27.47 nm^-3
saturated growth: 0.0728 nm/cycle
periodic growth: 0.0661 nm/cycle
dose for 95%: 38.97; first order: 3.66
95% pulses: HfCl4 0.190 s, water 0.225 s
simulated g, well-mixed pairs: 0.907
simulated g, immobile square lattice: 0.763
immobile-lattice growth: 0.0555 nm/cycle
g with single-site water channel, weight 0.10: 0.9403
g with half the water dose: 0.8652
+10 K, barrier 0.30 eV: dose x1.100, g=0.9153
10% fewer sites: g=0.9160, 0.0600 nm/cycle
purge: 2.0 s; gas decay time: 0.20 s
leftover-HfCl4 growth / cycle growth, bound: 2.1e-03
supply ceiling on area ratio: 2260
```
